# Spinning-sideband moments and recovery of chemical-shift tensor principal values, part 2

A powder of isolated spin-1/2 nuclei, all of one site, turns at rate $\nu_r>0$ about an axis $z$ at angle $\theta$ to the static field. We seek the moments of its spectrum. Frequencies are in kHz, measured from the isotropic frequency.

The symmetric traceless shift tensor $\mathsf A$ has principal values $A_{ZZ}=\delta$, $A_{XX}=-\tfrac12\delta(1+\eta)$, $A_{YY}=-\tfrac12\delta(1-\eta)$, with $0\le\eta\le1$. In the rotor frame it is $\mathsf A_R=R\,\mathsf A\,R^T$, with elements $A_{ij}$, and the field direction is
$$\mathbf b(\varphi)=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),\qquad \varphi=\gamma+\psi,\qquad \psi=2\pi\nu_r t .$$
Angles $\alpha,\beta$ fix the rotor axis in the principal frame, and $\gamma$ is the starting phase. A carousel is the set of crystallites sharing $\alpha,\beta$, uniform in $\gamma$. Its average is $\langle\cdot\rangle_\gamma$, and $\langle\cdot\rangle$ is the full powder average. A prime means $d/d\varphi$.

The instantaneous frequency $\nu=\mathbf b^T\mathsf A_R\mathbf b$ is
$$\nu(\varphi)=\sum_{m=-2}^{2}\nu_me^{im\varphi},\qquad \nu_1=\tfrac12\sin2\theta\,(A_{xz}-iA_{yz}),\qquad \nu_2=\tfrac12\sin^2\theta\,\big[\tfrac12(A_{xx}-A_{yy})-iA_{xy}\big],\tag{1}$$
with $\nu_{-m}=\nu_m^*$ and $\nu_0=A_{zz}P_2(\cos\theta)$, which vanishes at the magic angle $\theta_m$, where $\cos^2\theta=\frac13$.

There the signal is $s=e^{i\Phi(\gamma+\psi)}e^{-i\Phi(\gamma)}=\sum_Na_N(\gamma)e^{iN\psi}$, where $\Phi'=\nu/\nu_r$ and $\Phi$ has Fourier coefficients $\Phi_m=\nu_m/(im\nu_r)$, $m\ne0$. A carousel has lines at $N\nu_r$ with intensities $I_N=|F_N|^2$, where $F_N$ are the Fourier coefficients of $e^{i\Phi}$, and
$$|F_N|\le\exp\!\Big[-|N|y+\frac{2|\nu_1|\sinh y+|\nu_2|\sinh2y}{\nu_r}\Big]\qquad\text{for every }y>0.\tag{4}$$

With $D=-i\nu_r\,\partial_\psi$, $Ds=\nu s$ and
$$M_n(\gamma)=\sum_N(N\nu_r)^na_N(\gamma)=D^ns\big|_{\psi=0}.\tag{5}$$
Derivatives of periodic functions average to zero over $\gamma$, so the carousel moments are
$$M_1=\langle\nu\rangle_\gamma=\nu_0,\quad M_2=\langle\nu^2\rangle_\gamma,\quad M_3=\langle\nu^3\rangle_\gamma,\quad M_4=\langle\nu^4\rangle_\gamma+\nu_r^2\langle\nu'^2\rangle_\gamma,\tag{6}$$

The numerical model has $\delta=-8.0$ kHz and $\eta=0.6$. Its carousel at $\alpha=30^\circ$, $\beta=50^\circ$ gave $M_2=21.8874$ kHz² and $M_3=-34.8880$ kHz³. "The program" is the one that produces the numbers.

## (e) The powder values of the second and third moments

**Problem.** For a uniform powder, evaluate $\langle\nu^n\rangle$ for $n=1$ to $4$ in terms of $\delta$ and $\eta$, and relate these averages to the spectrum of the static powder.

**Solution.** Let $R$ now be the full rotation, including $\gamma$, and let $\mathbf b$ be the field direction at one fixed instant. Then $\nu=\mathbf b^TR\mathsf AR^T\mathbf b=\mathbf n^T\mathsf A\mathbf n$ with $\mathbf n=R^T\mathbf b$. The weight on $R$ is invariant under rotations, so the distribution of $\mathbf n$ is invariant as well, and $\mathbf n$ is uniform on the unit sphere for any $\mathbf b$. In a static powder each crystallite gives one line at $\mathbf n^T\mathsf A\mathbf n$ with $\mathbf n$ uniform on the sphere, so $\langle\nu^n\rangle$ is exactly the $n$th moment of the static powder pattern.

The sphere averages follow from a Gaussian integral. Let $\mathbf X$ be a vector of three independent Gaussian variables of zero mean and unit variance, and let $E[\cdot]$ be the average over them. The density depends only on $r=|\mathbf X|$, so $\mathbf X=r\mathbf n$ with $\mathbf n$ uniform on the sphere and independent of $r$, and

$$E\big[(\mathbf X^T\mathsf A\mathbf X)^k\big]=E[r^{2k}]\,\big\langle(\mathbf n^T\mathsf A\mathbf n)^k\big\rangle .$$

The radial factor is $J_{2k+2}/J_2$ with $J_p=\int_0^\infty r^pe^{-r^2/2}dr$. Integrating by parts with $re^{-r^2/2}=-(e^{-r^2/2})'$ gives $J_p=(p-1)J_{p-2}$, so $E[r^{2k}]=(2k+1)(2k-1)\cdots3$, which is 15, 105 and 945 for $k=2,3,4$.

In the principal frame $\mathbf X^T\mathsf A\mathbf X=\sum_i\lambda_iX_i^2$, where $\lambda_i$ are the principal values. For one variable and small $\tau$, $E[e^{\tau\lambda X^2}]=(2\pi)^{-1/2}\int e^{-(1-2\tau\lambda)X^2/2}dX=(1-2\tau\lambda)^{-1/2}$. The three factors multiply. With $-\frac12\ln(1-u)=\sum_ku^k/2k$ and $T_k=\operatorname{tr}\mathsf A^k=\sum_i\lambda_i^k$,

$$E\big[e^{\tau\mathbf X^T\mathsf A\mathbf X}\big]=\exp\sum_{k\ge1}\frac{(2\tau)^kT_k}{2k}=\exp\big(\tau^2T_2+\tfrac43\tau^3T_3+2\tau^4T_4+\dots\big),$$

where $T_1=0$ removes the linear term. Expanding the exponential, the coefficients of $\tau^2$, $\tau^3$ and $\tau^4$ are $T_2$, $\frac43T_3$ and $2T_4+\frac12T_2^2$. On the left the coefficient of $\tau^k$ is the $k$th moment divided by $k!$, so the Gaussian moments are $2T_2$, $8T_3$ and $48T_4+12T_2^2$. Dividing by the radial factors,

$$\langle\nu\rangle=0,\qquad\langle\nu^2\rangle=\tfrac2{15}T_2,\qquad\langle\nu^3\rangle=\tfrac8{105}T_3,\qquad\langle\nu^4\rangle=\frac{48T_4+12T_2^2}{945}.\tag{7}$$

The traces are related through the characteristic polynomial $\prod_i(\lambda-\lambda_i)=\lambda^3-e_1\lambda^2+e_2\lambda-e_3$. Here $e_1=T_1=0$, $e_3=\lambda_1\lambda_2\lambda_3$, and $e_1^2=T_2+2e_2$ gives $e_2=-T_2/2$. Each principal value therefore satisfies

$$\lambda^3=p\lambda+q,\qquad p=\tfrac12T_2,\qquad q=\lambda_1\lambda_2\lambda_3.\tag{8}$$

Summing (8) over the three roots gives $T_3=pT_1+3q=3q$. Multiplying by $\lambda$ first and then summing gives $T_4=pT_2+qT_1=\frac12T_2^2$. Hence $\langle\nu^4\rangle=(24+12)T_2^2/945=\frac4{105}T_2^2$.

In the Haeberlen parameters,

$$T_2=\delta^2\Big[1+\frac{(1+\eta)^2+(1-\eta)^2}4\Big]=\tfrac12\delta^2(3+\eta^2),\qquad T_3=3q=\tfrac34\delta^3(1-\eta^2),$$

where $q=\delta\cdot\frac14\delta^2(1+\eta)(1-\eta)$ because the two minus signs cancel. Combining with (6) and (7), the sideband manifold of a uniform powder has, at every spinning rate,

$$M_1=0,\qquad M_2=\frac{\delta^2(3+\eta^2)}{15},\qquad M_3=\frac{2\delta^3(1-\eta^2)}{35},\tag{9}$$

since $\frac2{15}\cdot\frac12=\frac1{15}$ and $\frac8{105}\cdot\frac34=\frac2{35}$. These are the moments of the static pattern. The static fourth moment is

$$M_4^{\rm st}=\frac{\delta^4(3+\eta^2)^2}{105}=\frac{225}{105}M_2^2=\frac{15}7M_2^2 ,$$

so it holds no information beyond $M_2$. A traceless symmetric tensor in three dimensions has two independent invariants, $T_2$ and $T_3$, and the two rate-independent moments measure exactly these. The program tests the four static averages by symbolic integration over the sphere.

For the model tensor the principal values are $6.40$, $1.60$ and $-8.00$ kHz, so $T_2=40.96+2.56+64=107.52$ kHz² and $T_3=3(6.4)(1.6)(-8)=-245.76$ kHz³. Then $M_2=\frac2{15}(107.52)=14.336$ kHz², $M_3=\frac8{105}(-245.76)=-18.7246$ kHz³ and $M_4^{\rm st}=\frac{15}7(14.336)^2=440.402$ kHz⁴. The carousel values of part (d), 21.8874 kHz² and $-34.8880$ kHz³, differ from these. Rate independence needs only the $\gamma$ average, while the derivation of (9) uses the uniform average over all three angles. A textured sample that is uniform in $\gamma$ keeps rate-independent $M_2$ and $M_3$, but their values in general differ from (9).

## (f) The fourth moment

**Problem.** Find the powder averages $\langle\nu'^2\rangle$, $\langle|\nu_1|^2\rangle$ and $\langle|\nu_2|^2\rangle$ for general $\theta$, and give $M_4$ of the manifold at the magic angle.

**Solution.** Two averages are needed: $a=\langle(\mathbf u^T\mathsf A_R\mathbf u)^2\rangle$ for a unit vector $\mathbf u$, and $g=\langle(\mathbf u^T\mathsf A_R\mathbf w)^2\rangle$ for orthogonal unit vectors $\mathbf u$ and $\mathbf w$, with $\mathsf A_R$ averaged over all rotations. Any orthonormal pair can be rotated into any other, so $g$ does not depend on the pair, and $a=M_2=\frac2{15}T_2$ by (7). For every orientation $T_2=\sum_{ij}A_{ij}^2$, a sum of three diagonal and six off-diagonal squares, so $T_2=3a+6g$ and

$$g=\tfrac16\big(1-\tfrac25\big)T_2=\tfrac1{10}T_2=\tfrac34M_2 .$$

Differentiating the quadratic form and using the symmetry of $\mathsf A_R$ gives $\nu'=2\,\mathbf b^T\mathsf A_R\mathbf b'$ with $\mathbf b'=\sin\theta\,(-\sin\varphi,\cos\varphi,0)$. This vector is orthogonal to $\mathbf b$ and has length $\sin\theta$. Therefore

$$\langle\nu'^2\rangle=4g\sin^2\theta=3\sin^2\theta\,M_2 .$$

At the magic angle $3\sin^2\theta=2$, and (6) gives

$$M_4=\frac{\delta^4(3+\eta^2)^2}{105}+2\nu_r^2M_2 .\tag{10}$$

For the Fourier weights, (1) gives $|\nu_1|^2=\frac14\sin^22\theta\,(A_{xz}^2+A_{yz}^2)$, whose average is $\frac14\sin^22\theta\cdot2g$. In $|\nu_2|^2=\frac14\sin^4\theta\,\{[\frac12(A_{xx}-A_{yy})]^2+A_{xy}^2\}$ the first quantity is itself an off-diagonal element: for $\mathbf u=(\hat x+\hat y)/\sqrt2$ and $\mathbf w=(\hat x-\hat y)/\sqrt2$, $\mathbf u^T\mathsf A_R\mathbf w=\frac12(A_{xx}-A_{yy})$. Both squares average to $g$. The moduli $|\nu_m|$ do not depend on $\gamma$, so including $\gamma$ in the average changes nothing. The results are

$$\langle|\nu_1|^2\rangle=\tfrac38\sin^22\theta\,M_2,\qquad\langle|\nu_2|^2\rangle=\tfrac38\sin^4\theta\,M_2,\qquad\langle\nu_0^2\rangle=P_2^2\,M_2,\tag{11}$$

with $P_2=P_2(\cos\theta)$, the last following from $\langle A_{zz}^2\rangle=a$. Parseval's theorem requires $\sum_m\langle|\nu_m|^2\rangle=M_2$. With $c=\cos^2\theta$ the sum divided by $M_2$ is $\frac14(3c-1)^2+3c(1-c)+\frac34(1-c)^2=\frac14[9c^2-6c+1+12c-12c^2+3-6c+3c^2]=1$, as required. It also requires $\langle\nu'^2\rangle=\sum_mm^2\langle|\nu_m|^2\rangle$, and this sum is $[3c(1-c)+3(1-c)^2]M_2=3(1-c)M_2$, which agrees with the direct result.

At the magic angle (11) gives $\frac38\cdot\frac89M_2=M_2/3$ and $\frac38\cdot\frac49M_2=M_2/6$. For the model, $14.336/3=4.77867$ kHz² and $14.336/6=2.38933$ kHz², the values that the program finds by numerical powder averaging.

The moments computed from simulated sideband intensities are:

| $\nu_r$ (kHz) | $M_2$ (kHz²) | $M_3$ (kHz³) | $M_4$ (kHz⁴) |
|---|---|---|---|
| 1 | 14.33600 | −18.72457 | 469.074 |
| 2 | 14.33600 | −18.72457 | 555.090 |
| 4 | 14.33600 | −18.72457 | 899.154 |
| 16 | 14.33600 | −18.72457 | 7780.434 |
| 64 | 14.33600 | −18.72457 | 117880.914 |

At 2 kHz, (10) gives $440.402+2(4)(14.336)=440.402+114.688=555.090$ kHz⁴, and at 4 kHz it gives $440.402+2(16)(14.336)=899.154$ kHz⁴. The program tests (9) and (10) at all five rates. The growth of $M_4$ at fixed $M_2$ means that the variance $M_4-M_2^2$ of the squared line position grows while its mean $M_2$ stays fixed, so faster spinning spreads the distribution of $\nu^2$ more widely about the same mean. A spectrum confined to $|\nu|\le|\delta|$ has $M_4\le\delta^2M_2$, so once (10) exceeds that value some intensity must lie outside the range of the static pattern.

## (g) Fast spinning

**Problem.** For $\nu_r\gg|\delta|$ nearly all the intensity is in the centreband, which contributes nothing to any moment with $n\ge1$. Find the leading behaviour of $I_m\pm I_{-m}$ for $m=1,2$ and show how $M_2$ and $M_3$ remain finite.

**Solution.** The phase $\Phi$ is of order $\epsilon=|\delta|/\nu_r$, so $e^{i\Phi}=1+i\Phi-\frac12\Phi^2+O(\epsilon^3)$. Let $X_m$ be the Fourier coefficient of $\Phi^2$, which obeys $X_{-m}=X_m^*$ because $\Phi^2$ is real. For $m\ne0$,

$$F_m=i\Phi_m-\tfrac12X_m+O(\epsilon^3),\qquad F_{-m}=i\Phi_m^*-\tfrac12X_m^*+O(\epsilon^3).$$

The cross term in $|F_m|^2$ is $2\operatorname{Re}[i\Phi_m\cdot(-\frac12X_m^*)]=\operatorname{Im}(\Phi_mX_m^*)$, since $\operatorname{Re}(iz)=-\operatorname{Im}z$. In $|F_{-m}|^2$ it is $\operatorname{Im}(\Phi_m^*X_m)$, which has the opposite sign. Therefore

$$I_m+I_{-m}=\frac{2|\nu_m|^2}{m^2\nu_r^2}+O(\epsilon^4),\qquad I_m-I_{-m}=2\operatorname{Im}(\Phi_mX_m^*)+O(\epsilon^4).$$

Averaging the sums over the powder with the weights of part (f),

$$I_1+I_{-1}\to\frac{2M_2}{3\nu_r^2},\qquad I_2+I_{-2}\to\frac{M_2}{12\nu_r^2}.$$

The lines with $|N|\ge3$ have $\Phi_N=0$, so their intensity is $O(\epsilon^4)$ and their contribution to $M_2$ and $M_3$ vanishes in the limit. The second moment becomes $\nu_r^2\cdot2M_2/(3\nu_r^2)+4\nu_r^2\cdot M_2/(12\nu_r^2)=(\frac23+\frac13)M_2$. The intensities fall as $\nu_r^{-2}$ while the squared distances grow as $\nu_r^2$. At 200 kHz the simulation gives $I_1+I_{-1}=2.3889\times10^{-4}$ against the limit $2.3893\times10^{-4}$, and $I_2+I_{-2}=2.9871\times10^{-5}$ against $2.9867\times10^{-5}$. The differences are one to two parts in $10^4$ of the limits, of the order of $M_2/\nu_r^2=14.336/200^2\approx4\times10^{-4}$, as a relative correction of order $\epsilon^2$ should be. The program tests both limits.

For the differences, the pairs of indices from $\{\pm1,\pm2\}$ that add to 1 are $(2,-1)$ and $(-1,2)$, and the only pair that adds to 2 is $(1,1)$. Thus $X_1=2\Phi_2\Phi_1^*$ and $X_2=\Phi_1^2$. With $Z=\Phi_1^2\Phi_2^*$ this gives $\Phi_1X_1^*=2Z$ and $\Phi_2X_2^*=Z^*$. Inserting $\Phi_1^2=-\nu_1^2/\nu_r^2$ and $\Phi_2^*=\nu_2^*/(-2i\nu_r)$ gives $Z=\nu_1^2\nu_2^*/(2i\nu_r^3)$, so $\operatorname{Im}Z=-W/(2\nu_r^3)$ with $W=\operatorname{Re}(\nu_1^2\nu_2^*)$. Then

$$I_1-I_{-1}\to-\frac{2W}{\nu_r^3},\qquad I_2-I_{-2}\to+\frac{W}{\nu_r^3}.$$

The first moment at this order is proportional to $-2W+2W=0$, and the third is $-2W+8W=6W$. The exact carousel value agrees: $\langle\nu^3\rangle_\gamma$ collects the index triples that add to zero, which are the three orderings of $(1,1,-2)$ and the three of $(-1,-1,2)$, and their sum is $3\nu_1^2\nu_2^*+3\nu_1^{*2}\nu_2=6W$. After the powder average $\langle W\rangle=M_3/6$, so

$$I_1-I_{-1}\to-\frac{M_3}{3\nu_r^3},\qquad I_2-I_{-2}\to\frac{M_3}{6\nu_r^3}.$$

These two limits are derived here and are not among the program's tests. They show what limits the use of the theorem in practice. An absolute error $\Delta$ in the normalized intensity $I_N$ changes $M_n$ by $(N\nu_r)^n\Delta$. At fast spinning $M_2$ rests on lines of intensity of order $\epsilon^2$, and $M_3$ rests on differences of order $\epsilon^3$ between such lines. The moments are independent of the rate, but their sensitivity to a given intensity error grows as $\nu_r^2$ and $\nu_r^3$.

## (h) Spinning away from the magic angle

**Problem.** Decide which of the results need $\theta=\theta_m$. For general $\theta$ find the moments of the whole powder spectrum and the sum $\sum_N(N\nu_r)^2I_N$.

**Solution.** For $\nu_0\ne0$ split $\nu=\nu_0+\tilde\nu$, where $\tilde\nu$ has zero mean, and build $\Phi$ from $\tilde\nu$ alone. The accumulated phase gains the term $\nu_0\psi/\nu_r=2\pi\nu_0t$, so

$$s=e^{2\pi i\nu_0t}\,e^{i\Phi(\gamma+\psi)}e^{-i\Phi(\gamma)} .$$

The lines of a carousel lie at $\nu_0+N\nu_r$ with intensities $|F_N|^2$, since $\nu_0$ does not depend on $\gamma$. The bound (4) is unchanged. Because $\nu_0=A_{zz}P_2$ varies with $\alpha$ and $\beta$, each sideband of the powder is spread over a range equal to that of the static pattern multiplied by $P_2$.

The operator $D$ acting on $e^{i(N+\nu_0/\nu_r)\psi}$ returns $\nu_0+N\nu_r$, so (5) still gives the moments about the isotropic frequency, and $Ds=\nu s$ holds with the full $\nu$. The proof in part (d) used only the periodicity of $\nu$, and part (e) holds for any $\mathbf b$. Hence (9) is valid for the whole spectrum at any $\theta$, and

$$M_4=M_4^{\rm st}+3\sin^2\theta\,\nu_r^2M_2 .$$

At $\theta=0$ the rate-dependent term vanishes, as it must, because rotation about the field direction leaves $\mathbf b$ fixed in the sample. The magic angle is needed only to make the lines sharp, so that a moment is a sum over sideband orders.

If the angle is misset and each broadened sideband is assigned to its nominal position $N\nu_r$, the result is the moment of the spectrum generated by $\tilde\nu$ alone. Applying (6) to $\tilde\nu$ gives $\langle\tilde\nu^2\rangle_\gamma=\langle\nu^2\rangle_\gamma-\nu_0^2$, and (11) then gives

$$\sum_N(N\nu_r)^2I_N=(1-P_2^2)\,M_2 .$$

The shortfall relative to $M_2$ is $P_2^2$. Near the magic angle $P_2$ is linear in the misset, so the shortfall is quadratic in it. For $\theta=40^\circ$ and $\nu_r=3$ kHz the simulation gives $M_2=14.33600$ kHz², $M_3=-18.72457$ kHz³ and $M_4=600.331$ kHz⁴ for the whole spectrum, while the sum over nominal positions gives 12.26331 kHz². The program tests all four values against the formulas.

## (i) Recovering the tensor

**Problem.** Given $M_2$ and $M_3$ of the manifold, find the principal values, $\delta$ and $\eta$ in closed form. State when the solution exists and when it is unique.

For a uniform powder, $M_2$ and $M_3$ have been expressed through $\delta$ and $\eta$ at every spinning rate, and the behaviour of $M_4$, the fast-spinning limit and spinning away from the magic angle have been worked out. It remains to solve the inversion problem just posed, apply it to the model tensor, and examine its sensitivity to errors and missing sidebands.
